# Second-order Keldysh theory and current conservation in a quantum dot: verification in Python

```python
"""
Result under test: for a quantum dot between two biased leads, a second-order
self-energy built from fixed Hartree propagators g and inserted in Dyson's
equation gives J_L + J_R != 0 in general.  The sum vanishes in equilibrium,
under particle-hole conjugation combined with lead exchange, for strict
truncation at order U^2, and for the self-consistent self-energy.

Symbols: e0 = Hartree level, ed = bare level, U = interaction,
GL, GR = lead couplings, muL, muR = chemical potentials, T = temperature.
hbar = kB = 1; energy unit Gamma = GL + GR = 1.
J_L, J_R = particle currents per spin INTO the dot, unit Gamma/hbar.
Suffixes: _l lesser, _g greater, _r retarded.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit, digamma

N = 2**15
dw = 0.02
w = np.fft.fftfreq(N, 1.0 / N) * dw      # index k holds frequency k*dw
W = N * dw / 2
theta = np.zeros(N)
theta[1:N // 2] = 1.0
theta[0] = theta[N // 2] = 0.5


def integral(x):
    return float(np.real(np.sum(x)) * dw / (2 * np.pi))


def self_energy(gl, gg, U):
    """Second-order lesser, greater and retarded parts by Fourier transform."""
    lt = np.fft.fft(gl) * dw / (2 * np.pi)
    gt = np.fft.fft(gg) * dw / (2 * np.pi)
    reverse = lambda x: np.roll(x[::-1], 1)
    to_freq = lambda x: np.fft.ifft(x) * 2 * np.pi / dw
    sl = U**2 * lt**2 * reverse(gt)
    sg = U**2 * gt**2 * reverse(lt)
    return to_freq(sl), to_freq(sg), to_freq(theta * (sg - sl))


def lead_parts(p):
    fL, fR = expit((p.muL - w) / p.T), expit((p.muR - w) / p.T)
    return (1j * p.GL * fL, -1j * p.GL * (1 - fL),
            1j * p.GR * fR, -1j * p.GR * (1 - fR))


def dyson(level, sigma, leads, p):
    sl, sg, sr = sigma
    Gr = 1 / (w - level + 0.5j * (p.GL + p.GR) - sr)
    weight = np.abs(Gr)**2
    return (weight * (leads[0] + leads[2] + sl),
            weight * (leads[1] + leads[3] + sg), Gr)


def currents(Gl, Gg, leads):
    return (integral(leads[0] * Gg - leads[1] * Gl),
            integral(leads[2] * Gg - leads[3] * Gl))


def occupation(Gl, p):
    # last term: Lorentzian tail below the frequency window
    return integral(-1j * Gl) + (p.GL + p.GR) / (2 * np.pi * W)


def hartree_occupation(e0, p):
    total = p.GL + p.GR
    n = 0.0
    for coupling, mu in ((p.GL, p.muL), (p.GR, p.muR)):
        z = 0.5 + (total / 2 + 1j * (e0 - mu)) / (2 * np.pi * p.T)
        n += coupling / total * (0.5 - digamma(z).imag / np.pi)
    return float(n)


def params(muL=1.0, muR=-1.0, GL=0.5, GR=0.5, T=0.1):
    return SimpleNamespace(muL=muL, muR=muR, GL=GL, GR=GR, T=T)


def solve(e0, U, p):
    """Fixed-propagator scheme: Sigma[g] inserted in Dyson's equation."""
    leads = lead_parts(p)
    g = dyson(e0, (0, 0, 0), leads, p)
    sigma = self_energy(g[0], g[1], U)
    G = dyson(e0, sigma, leads, p)
    JL, JR = currents(G[0], G[1], leads)
    return SimpleNamespace(leads=leads, g=g, sigma=sigma, G=G,
                           JL=JL, JR=JR, defect=JL + JR)


# ---- self-energy diagrams against exact diagonalization (dot + one orbital)
def exact_diagonalization_test():
    beta, ed0, eb, hop, U = 2.0, 0.3, -0.4, 0.7, 0.01
    lower, Z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for j in range(4):                    # d_up, b_up, d_down, b_down
        m = np.eye(1)
        for k in range(4):
            m = np.kron(m, Z if k < j else lower if k == j else one)
        ops.append(m)
    e, v = np.linalg.eigh(np.array([[ed0, hop], [hop, eb]]))
    a, f = v[0]**2, expit(-beta * e)
    n0 = np.sum(a * f)
    H0 = np.zeros((16, 16))
    for d, b in ((ops[0], ops[1]), (ops[2], ops[3])):
        H0 += ed0 * d.T @ d + eb * b.T @ b + hop * (d.T @ b + b.T @ d)
    nu = ops[0].T @ ops[0] - n0 * np.eye(16)
    nd = ops[2].T @ ops[2] - n0 * np.eye(16)
    z = 1j * np.pi / beta

    def exact_sigma(u):
        E, C = np.linalg.eigh(H0 + u * nu @ nd)
        prob = np.exp(-beta * (E - E.min()))
        prob /= prob.sum()
        M = (C.T @ ops[0] @ C)**2
        G = np.sum(M * (prob[:, None] + prob[None, :])
                   / (z + E[:, None] - E[None, :]))
        return z - ed0 - hop**2 / (z - eb) - 1 / G

    exact = (exact_sigma(U) + exact_sigma(-U)) / (2 * U**2)
    diagram = 0
    for i in range(2):
        for j in range(2):
            for k in range(2):
                filled = f[i] * f[j] * (1 - f[k])
                empty = (1 - f[i]) * (1 - f[j]) * f[k]
                diagram += (a[i] * a[j] * a[k] * (filled + empty)
                            / (z - e[i] - e[j] + e[k]))
    error = abs(exact / diagram - 1)
    assert error < 2e-3
    return error


ed_error = exact_diagonalization_test()

# ---- main example
p = params()
U, e0 = 3.0, 0.5
main = solve(e0, U, p)
gl, gg, gr = main.g
sl, sg, sr = main.sigma
n0 = hartree_occupation(e0, p)
ed = e0 - U * n0
assert abs(n0 - occupation(gl, p)) < 5e-6

# ---- Fourier self-energy against direct double quadrature
x = np.arange(-14, 14, 0.05)


def g_direct(y, greater):
    fill = (p.GL * expit((p.muL - y) / p.T) + p.GR * expit((p.muR - y) / p.T))
    lorentz = 1 / ((y - e0)**2 + 0.25)
    return -1j * (1 - fill) * lorentz if greater else 1j * fill * lorentz


for k in (-50, 25):
    third = x[:, None] + x[None, :] - k * dw
    for greater, fft_value in ((False, sl[k]), (True, sg[k])):
        first = g_direct(x, greater)
        direct = U**2 * np.sum(first[:, None] * first[None, :]
                               * g_direct(third, not greater))
        direct *= (0.05 / (2 * np.pi))**2
        assert abs(direct - fft_value) < 1e-5

# ---- retarded part against its principal-value spectral integral
spectral = np.real(1j * (sg - sl))
for k in (-50, 25):
    idx = np.arange(-12001, 12002, 2)     # symmetric odd offsets avoid the pole
    pv = np.sum(spectral[k + idx] / (-idx * dw)) * 2 * dw / (2 * np.pi)
    assert abs(pv - sr[k].real) < 1e-3
    assert abs(sr[k].imag + spectral[k] / 2) < 1e-9

# ---- current formula against particle loss of a discrete left lead (U = 0)
J0L, J0R = currents(gl, gg, main.leads)
nk, band = 400, 30.0
spacing = 2 * band / nk
levels = -band + spacing * (np.arange(nk) + 0.5)
h = np.diag(np.concatenate(([e0], levels, levels)))
h[0, 1:] = h[1:, 0] = np.sqrt(0.5 * spacing / (2 * np.pi))
filling = np.concatenate(([0.0], expit((p.muL - levels) / p.T),
                          expit((p.muR - levels) / p.T)))
E, C = np.linalg.eigh(h)


def left_number(t):
    evolve = (C[1:nk + 1] * np.exp(-1j * E * t)) @ C.T
    return np.sum(np.abs(evolve)**2 @ filling)


J_time = left_number(14.0) - left_number(15.0)
assert abs(J_time / J0L - 1) < 0.03       # finite bandwidth and finite time

# ---- violation, and its expression through the weight w and K
K = sl * gg - sg * gl
ratio = np.abs(main.G[2] / gr)**2
assert abs(integral(K)) < 1e-10
assert abs(main.defect + integral((ratio - 1) * K)) < 1e-9
assert abs(main.defect) > 1e-4

# ---- strict truncation of G at second order conserves current
mixed = 2 * np.real(gr * sr)
strict_l = gl * (1 + mixed) + np.abs(gr)**2 * sl
strict_g = gg * (1 + mixed) + np.abs(gr)**2 * sg
SL, SR = currents(strict_l, strict_g, main.leads)
assert abs(SL + SR) < 1e-9

# ---- leading order of the violation is U^4
small, double = solve(e0, 0.05, p), solve(e0, 0.10, p)
power_U = np.log2(abs(double.defect / small.defect))
coefficient = -integral(mixed * K) / U**4
assert abs(small.defect / 0.05**4 / coefficient - 1) < 0.02
assert abs(power_U - 4) < 0.05

# ---- protected cases
equilibrium = solve(e0, U, params(muL=0.0, muR=0.0))
assert max(abs(equilibrium.JL), abs(equilibrium.JR)) < 1e-6
symmetric = solve(0.0, U, p)
assert abs(hartree_occupation(0.0, p) - 0.5) < 1e-10
assert abs(symmetric.defect) < 1e-6
assert abs(solve(-e0, U, p).defect + main.defect) < 1e-6

# ---- symmetric bare level but unequal couplings: not protected
pa = params(GL=0.8, GR=0.2)
e_asym = brentq(lambda y: y + U / 2 - U * hartree_occupation(y, pa), -3, 3)
asym = solve(e_asym, U, pa)
assert abs(asym.defect) > 1e-5

# ---- no violation linear in the bias, even with unequal couplings
bias = [solve(e0, U, params(V / 2, -V / 2, 0.8, 0.2, 0.5)) for V in (0.03, 0.06)]
power_V = np.log2(abs(bias[1].defect / bias[0].defect))
assert 1.7 < power_V < 2.4


# ---- self-consistent Hartree plus second-order self-energy
def self_consistent(ed, U, p, start):
    leads = start.leads
    G, sigma = start.G, start.sigma
    level = ed + U * occupation(G[0], p)
    for step in range(1, 301):
        new = self_energy(G[0], G[1], U)
        sigma = tuple(0.5 * (a + b) for a, b in zip(sigma, new))
        level = 0.5 * (level + ed + U * occupation(G[0], p))
        H = dyson(level, sigma, leads, p)
        change = np.max(np.abs(H[0] - G[0])) + np.max(np.abs(H[1] - G[1]))
        G = H
        if change < 1e-10:
            break
    assert change < 1e-10
    JL, JR = currents(G[0], G[1], leads)
    return JL, JR, occupation(G[0], p), step


CL, CR, nC, steps = self_consistent(ed, U, p, main)
assert abs(CL + CR) < 1e-8
AL, AR, nA, _ = self_consistent(-U / 2, U, pa, asym)
assert abs(AL + AR) < 1e-8

# ---- output
unit_nA = constants.e * (1e-3 * constants.e) / constants.hbar * 1e9
mean = (main.JL - main.JR) / 2
print("Energies in Gamma; J per spin, into dot, in Gamma/hbar")
print(f"U = {U:.2f}, Hartree level e0 = {e0:.2f}, T = {p.T:.2f}")
print(f"GL = {p.GL:.2f}, GR = {p.GR:.2f}, muL = {p.muL:.2f}, muR = {p.muR:.2f}")
print(f"Hartree occupation per spin n0 = {n0:.5f}")
print(f"bare level ed = {ed:.5f}")
print(f"U=0 at same e0: J_L = {J0L:.6f}, J_R = {J0R:.6f}")
print(f"discrete-lead time evolution, U=0: J_L = {J_time:.6f}")
print(f"exact-diagonalization relative error = {ed_error:.1e}")
print("Fixed propagators + Dyson:")
print(f"  J_L = {main.JL:.6f}, J_R = {main.JR:.6f}")
print(f"  J_L+J_R = {main.defect:.6f}")
print(f"  symmetrized (J_L-J_R)/2 = {mean:.6f}")
print(f"  (J_L+J_R)/symmetrized = {100 * main.defect / mean:.3f} %")
print(f"  integral of K/(2 pi) = {integral(K):.1e} Gamma/hbar")
print(f"Strict order U^2: J_L = {SL:.6f}, J_R = {SR:.6f}")
print(f"  J_L+J_R = {SL + SR:.1e}")
print(f"Self-consistent, same ed: J_L = {CL:.6f}, J_R = {CR:.6f}")
print(f"  J_L+J_R = {CL + CR:.1e}, n = {nC:.5f}, steps = {steps}")
print(f"Small-U power = {power_U:.4f}")
print(f"(J_L+J_R)/U^4 coefficient = {coefficient:.4e} Gamma^-3/hbar")
print(f"Small-bias power (GL=0.8, GR=0.2, T=0.5) = {power_V:.4f}")
print(f"Equilibrium: J_L+J_R = {equilibrium.defect:.1e}")
print("Level scan at U = 3: e0, J_L, J_R, J_L+J_R")
for level in (-0.5, 0.0, 0.25, 0.5, 1.0, 1.5):
    r = solve(level, U, p)
    print(f"  {level:5.2f} {r.JL:.6f} {r.JR:.6f} {r.defect:.6f}")
print("Interaction scan at e0 = 0.5: U, J_L, J_R, J_L+J_R")
for u in (0.5, 1.0, 2.0, 3.0):
    r = solve(e0, u, p)
    print(f"  {u:5.2f} {r.JL:.6f} {r.JR:.6f} {r.defect:.6f}")
print(f"ed = -U/2, GL = {pa.GL:.1f}, GR = {pa.GR:.1f}: e0 = {e_asym:.5f}")
print(f"  J_L = {asym.JL:.6f}, J_R = {asym.JR:.6f}")
print(f"  J_L+J_R = {asym.defect:.6f}")
print(f"  self-consistent: J_L = {AL:.6f}, J_R = {AR:.6f}")
print(f"For Gamma = 1 meV: e Gamma/hbar = {unit_nA:.3f} nA")
print(f"  both spins, left current in = {2 * main.JL * unit_nA:.3f} nA")
print(f"  both spins, right current out = {-2 * main.JR * unit_nA:.3f} nA")
print(f"  difference = {2 * main.defect * unit_nA:.3f} nA")
print("all assertions hold")
```

It prints:

```
Energies in Gamma; J per spin, into dot, in Gamma/hbar
U = 3.00, Hartree level e0 = 0.50, T = 0.10
GL = 0.50, GR = 0.50, muL = 1.00, muR = -1.00
Hartree occupation per spin n0 = 0.42183
bare level ed = -0.76548
U=0 at same e0: J_L = 0.159047, J_R = -0.159047
discrete-lead time evolution, U=0: J_L = 0.159731
exact-diagonalization relative error = 2.2e-06
Fixed propagators + Dyson:
  J_L = 0.084763, J_R = -0.109770
  J_L+J_R = -0.025007
  symmetrized (J_L-J_R)/2 = 0.097266
  (J_L+J_R)/symmetrized = -25.710 %
  integral of K/(2 pi) = 0.0e+00 Gamma/hbar
Strict order U^2: J_L = 0.063778, J_R = -0.063778
  J_L+J_R = 0.0e+00
Self-consistent, same ed: J_L = 0.120789, J_R = -0.120789
  J_L+J_R = -2.8e-11, n = 0.41755, steps = 72
Small-U power = 3.9956
(J_L+J_R)/U^4 coefficient = -3.4903e-03 Gamma^-3/hbar
Small-bias power (GL=0.8, GR=0.2, T=0.5) = 2.0365
Equilibrium: J_L+J_R = 2.5e-10
Level scan at U = 3: e0, J_L, J_R, J_L+J_R
  -0.50 0.109770 -0.084763 0.025007
   0.00 0.093047 -0.093047 0.000000
   0.25 0.086831 -0.101500 -0.014669
   0.50 0.084763 -0.109770 -0.025007
   1.00 0.095880 -0.113081 -0.017202
   1.50 0.077840 -0.073945 0.003895
Interaction scan at e0 = 0.5: U, J_L, J_R, J_L+J_R
   0.50 0.156346 -0.156544 -0.000198
   1.00 0.147943 -0.150343 -0.002400
   2.00 0.117768 -0.133463 -0.015695
   3.00 0.084763 -0.109770 -0.025007
ed = -U/2, GL = 0.8, GR = 0.2: e0 = 0.40892
  J_L = 0.040912, J_R = -0.067220
  J_L+J_R = -0.026308
  self-consistent: J_L = 0.078965, J_R = -0.078965
For Gamma = 1 meV: e Gamma/hbar = 243.413 nA
  both spins, left current in = 41.265 nA
  both spins, right current out = 53.439 nA
  difference = -12.174 nA
all assertions hold
```
